# Choosing the Half-Step for Oxidation Rates from Bounded Mass Errors

**Q.** You weigh an oxidising coupon at two times and call the slope of the line between the points the oxidation rate at the midpoint. A short interval magnifies the weighing error, and a long one averages over a changing rate. What can you guarantee about such a number?

**A.** Let \(m(t)\) be the mass gain per unit area and \(t_0\) the time at which the rate is wanted. The readings are

\[
y_\pm = m(t_0\pm h)+n_\pm ,\qquad |n_\pm|\le e ,
\]

where \(h>0\) is the half-step and \(e>0\) bounds the error of each reading. Nothing is assumed about the signs of \(n_+\) and \(n_-\). The estimate is

\[
D=\frac{y_+-y_-}{2h}.
\]

Subtracting the true rate separates two errors:

\[
D-m'(t_0)=\frac{n_+-n_-}{2h}+\left[\frac{m(t_0+h)-m(t_0-h)}{2h}-m'(t_0)\right].
\]

The first term is the reading error. Since \(|n_+-n_-|\le 2e\), its size is at most \(e/h\). An offset common to both readings cancels here. The bracket is the truncation error, which would be present even with a perfect balance.

**Q.** The bracket depends on a curve you do not know. How can you bound it?

**A.** One must assume some smoothness. Fix a window \(|t-t_0|\le H\) in advance, and suppose that \(|m'''|\le M\) on it, with \(M>0\). For a smooth function \(f\), two integrations by parts give

\[
\int_0^h\frac{(h-s)^2}{2}f'''(s)\,ds
=-\frac{h^2}{2}f''(0)+\int_0^h(h-s)f''(s)\,ds
\]
\[
=-\frac{h^2}{2}f''(0)-hf'(0)+f(h)-f(0).
\]

Apply this first to \(f(s)=m(t_0+s)\):

\[
m(t_0+h)=m(t_0)+hm'(t_0)+\frac{h^2}{2}m''(t_0)+\int_0^h\frac{(h-s)^2}{2}m'''(t_0+s)\,ds .
\]

Then apply it to \(f(s)=m(t_0-s)\). Each derivative with respect to \(s\) brings a factor \(-1\), so the first- and third-derivative terms change sign:

\[
m(t_0-h)=m(t_0)-hm'(t_0)+\frac{h^2}{2}m''(t_0)-\int_0^h\frac{(h-s)^2}{2}m'''(t_0-s)\,ds .
\]

On subtraction the values and the second derivatives cancel:

\[
m(t_0+h)-m(t_0-h)-2hm'(t_0)=\int_0^h\frac{(h-s)^2}{2}\left[m'''(t_0+s)+m'''(t_0-s)\right]ds .
\]

The square bracket is at most \(2M\) in size, and \(\int_0^h(h-s)^2ds=h^3/3\). The right side is therefore at most \(Mh^3/3\). Dividing by \(2h\) bounds the truncation error by \(Mh^2/6\). Altogether,

\[
|D-m'(t_0)|\le B(h)=\frac{e}{h}+\frac{Mh^2}{6}.
\]

**Q.** You added two worst cases. Perhaps they cannot occur together, and then minimising \(B\) would be minimising an exaggeration.

**A.** They can occur together. Take \(m\) to be a quadratic plus \(M(t-t_0)^3/6\). The quadratic contributes no truncation error, and the cubic contributes

\[
\frac{1}{2h}\left[\frac{Mh^3}{6}-\left(-\frac{Mh^3}{6}\right)\right]=\frac{Mh^2}{6}.
\]

With \(n_+=+e\) and \(n_-=-e\), the reading error is \(+e/h\), of the same sign. The total equals \(B(h)\), so \(B(h)\) is the largest error compatible with the assumptions.

**Q.** Then which half-step makes it smallest? A zero derivative alone would not convince me that it is the global minimum.

**A.** Differentiate and factor:

\[
B'(h)=-\frac{e}{h^2}+\frac{Mh}{3}=\frac{M}{3h^2}\left(h^3-\frac{3e}{M}\right).
\]

The prefactor is positive. The slope is negative below one value of \(h\) and positive above it, so that value is the unique global minimiser on \(h>0\):

\[
h_*=\left(\frac{3e}{M}\right)^{1/3}.
\]

To find the minimum itself, use \(Mh_*^3=3e\):

\[
\frac{Mh_*^2}{6}=\frac{Mh_*^3}{6h_*}=\frac{e}{2h_*},
\qquad
B(h_*)=\frac{e}{h_*}+\frac{e}{2h_*}=\frac{3e}{2h_*}=\frac12\left(9Me^2\right)^{1/3}.
\]

The last form follows from \(1/h_*=(M/3e)^{1/3}\), since \(27e^3\cdot M/(3e)=9Me^2\). At the optimum the reading part is twice the truncation part; the two are not equal.

The units are consistent: \(e\) is a mass per area and \(M\) a mass per area per time cubed, so \(e/M\) is a time cubed. No physical constant enters, and the algebra holds in atomic units as in any other consistent set.

**Q.** What if \(h_*\) reaches outside the window?

**A.** Then \(h_*\) may not be used, because \(M\) was guaranteed only inside. For \(H<h_*\) the slope \(B'\) is negative throughout \(0<h\le H\), so the best allowed choice is \(h=H\). This also covers the limit \(M\to0\), where the growth is nearly quadratic in time and the widest allowed interval is best. In the other limit, \(e\to0\), both \(h_*\) and the error bound tend to zero. At fixed \(M\) the bound scales as \(e^{2/3}\), so a balance ten times better reduces it by a factor of \(10^{2/3}\approx4.6\), provided the half-step is shortened by \(10^{1/3}\approx2.2\).

**Q.** A modern thermobalance records thousands of points. Surely a cleverer method than two readings gives a better guarantee.

**A.** Not one that can be promised before the readings are taken, if \(h_*\le H\). A particular record may do better afterwards: if its errors scatter between \(-e\) and \(+e\), few curves obeying the bound \(M\) fit all the points, and the range of possible rates can be much narrower. But an unlucky record leaves the full uncertainty. To construct one, put \(\tau=t-t_0\) and consider

\[
g(\tau)=\frac{Mh_*^2}{2}\tau-\frac{M}{6}\tau^3,\qquad |\tau|\le h_* .
\]

Its slope \(g'=M(h_*^2-\tau^2)/2\) is non-negative and vanishes at \(\tau=\pm h_*\). There

\[
g(\pm h_*)=\pm\left(\frac{Mh_*^3}{2}-\frac{Mh_*^3}{6}\right)=\pm\frac{Mh_*^3}{3}=\pm e .
\]

Continue \(g\) by mirror reflection about \(\tau=h_*\), then about each further extremum, and likewise to the left. The slope is zero at each join and the second derivative is continuous, while the third derivative switches between \(-M\) and \(+M\). The function stays within \(\pm e\) everywhere. These jumps are admissible if the smoothness assumption is read as "the second derivative changes by at most \(M\) per unit time", for which the Taylor argument still holds.

Now let \(q(t)\) be a quadratic. The true curves \(q+g\) and \(q-g\) both satisfy the bound \(M\), and both can produce the readings \(q\) at every instant, with reading errors \(-g\) and \(+g\). Any method returns the same rate for identical readings. The two true rates at \(t_0\) differ by \(2g'(0)\), so on one of the curves the method errs by at least

\[
g'(0)=\frac{Mh_*^2}{2}=\frac{3e}{2h_*}=B(h_*).
\]

If \(q'\) exceeds \(B(h_*)\) throughout the window, both curves also rise steadily, so knowing that the mass increases does not help. More specific knowledge, such as a growth law with few parameters, can help.

**Q.** That adversary is malicious. Real noise fluctuates.

**A.** Suppose then that \(n_+\) and \(n_-\) are independent, with zero mean and standard deviation \(s\). The cross terms average to zero, and the variance of \((n_+-n_-)/(2h)\) is \(2s^2/(4h^2)\). With the worst truncation error, the mean square error is

\[
Q(h)=\frac{s^2}{2h^2}+\frac{M^2h^4}{36},\qquad
Q'(h)=-\frac{s^2}{h^3}+\frac{M^2h^3}{9}.
\]

Setting \(Q'=0\) gives \(h^6=9s^2/M^2\), or \(h=(3s/M)^{1/3}\): the same formula with \(s\) in place of \(e\). There \(M^2h^4/36=s^2/(4h^2)\), so \(Q=3s^2/(4h^2)\) and the root mean square error is \((\sqrt3/2)\,s/h\).

This is the optimum for two readings. With many independent readings, averaging reduces the random part, and the argument about \(q\pm g\) does not forbid it, because a slow error of the shape \(g\) is not independent noise. For slow balance drift the bounded-error description is the safer one.

**Q.** Show me numbers, and tell me where \(M\) comes from.

**A.** Take a chromia-forming nickel alloy near 1223 K, with rough typical parameters. Let the scale grow parabolically, \(m=\sqrt{kt}\), with \(k=10^{-12}\) g² cm⁻⁴ s⁻¹, which is 3600 µg² cm⁻⁴ h⁻¹. The coupon has an area of 10 cm² and each weighing is good to 5 µg, so \(e=0.50\) µg/cm². The rate is wanted at \(t_0=10\) h, and the window runs from 5 to 15 h.

Successive differentiation gives

\[
m'=\frac{\sqrt k}{2}t^{-1/2},\qquad m''=-\frac{\sqrt k}{4}t^{-3/2},\qquad m'''=\frac{3\sqrt k}{8}t^{-5/2}.
\]

The third derivative is largest at the early end of the window. With \(\sqrt k=60\) µg cm⁻² h⁻¹ᐟ²,

\[
M=\frac{3\times60}{8}\,5^{-5/2}=0.4025\ \text{µg cm}^{-2}\,\text{h}^{-3},
\]
\[
h_*=\left(\frac{3\times0.50}{0.4025}\right)^{1/3}\text{h}=1.55\ \text{h}\quad(93\ \text{min}).
\]

This fits inside the 5 h half-width. The reading part is \(0.50/1.5504=0.3225\) and the truncation part 0.1612, together 0.484 µg cm⁻² h⁻¹, or \(1.34\times10^{-10}\) g cm⁻² s⁻¹. The model's true rate is 9.49 µg cm⁻² h⁻¹, so the guarantee is 5.1 percent of it. Half-steps of 0.5 h and 4 h would give bounds of 1.02 and 1.20 µg cm⁻² h⁻¹, the first dominated by reading error and the second by truncation.

**Q.** Is 0.484 the error you would actually make?

**A.** No, it is a ceiling for every curve with this \(M\). For the parabola itself, the most harmful readings are 173.909 and 204.415 µg/cm², so

\[
D=\frac{204.415-173.909}{2\times1.5504}=9.838\ \text{µg cm}^{-2}\,\text{h}^{-1}.
\]

The error is 0.3513: 0.3225 from the readings and 0.0288 from truncation. The truncation error is far below its ceiling because \(m'''\) is 0.071 at 10 h, not 0.4025.

**Q.** Then your fixed window wastes information. The readings never go near 5 h.

**A.** It does, if you trust the parabolic law enough to let the window shrink with the half-step. The Taylor argument needs \(m'''\) only between the two readings, so one may use \(M_h=\tfrac38\sqrt k\,(t_0-h)^{-5/2}\). But \(M_h\) now varies with \(h\), and its derivative enters the minimisation. Since \(dM_h/dh=\tfrac52M_h/(t_0-h)\),

\[
0=-\frac{e}{h^2}+\frac{M_hh}{3}+\frac{h^2}{6}\,\frac{5M_h}{2(t_0-h)}
\quad\Rightarrow\quad
h^3=\frac{3e}{M_h}\left[1+\frac{5h}{4(t_0-h)}\right]^{-1}.
\]

The solution is \(h=2.07\) h, with a bound of 0.332 µg cm⁻² h⁻¹. If the curve were fully known, the half-step with the smallest worst error would be 2.70 h, with error 0.275. That is a benchmark, since with a known curve there would be nothing to measure. The cube-root rule belongs to an \(M\) fixed before \(h\) is chosen.

**Q.** And if I misjudge \(M\) by a factor of two?

**A.** Write \(r=h/h_*\). Then \(e/h=e/(h_*r)\) and \(Mh^2/6=er^2/(2h_*)\), so

\[
\frac{B(h)}{B(h_*)}=\frac23\left(\frac1r+\frac{r^2}{2}\right)=\frac13\left(\frac2r+r^2\right).
\]

Guessing \(M\) too small by two gives \(r=2^{1/3}\) and a ratio of 1.058. Guessing it too large by two gives \(r=2^{-1/3}\) and 1.050. The half-step is forgiving, but the quoted uncertainty is less so. With \(M\) guessed too small by two, the true truncation ceiling is \(e/h\) instead of the supposed \(e/(2h)\). The true bound is then \(2e/h\) where \(3e/(2h)\) was claimed, one third more.

**Q.** A real furnace is not a smooth parabola. What breaks first?

**A.** The parabolic constant is typical only in order of magnitude, and alloys differ widely. At fixed \(e\) and window, \(M\propto\sqrt k\), so a tenfold larger \(k\) shortens \(h_*\) by \(10^{1/6}\approx1.5\) and raises the bound by the same factor. The assumption most seriously at risk is smoothness, because real scales can crack and spall. At 10 h the model scale is about 1160 nm thick. Losing 1 percent of it midway between the readings removes 6.0 µg/cm². If regrowth on the exposed metal is ignored, this lowers the estimate by \(6.0/(2\times1.55)=1.9\) µg cm⁻² h⁻¹, four times the guaranteed bound. A record with a visible mass step must not be differenced across the step.

The other effects are smaller for the values assumed here:

- **Buoyancy.** In air at 1223 K and atmospheric pressure, this coupon, if 0.1 cm thick, has a buoyancy of about 140 µg. Its constant part cancels, but a pressure drift of 5 Torr between readings adds an error of 0.03 µg cm⁻² h⁻¹ unless \(e\) already covers it.
- **Evaporation.** Chromia loss, taken roughly as 0.1 µg cm⁻² h⁻¹, makes the net mass rate about 1 percent lower than the growth rate without loss. No choice of \(h\) removes this. The loss rises with water vapour and gas flow, and in humid flowing air it can be several times larger. At 0.5 µg cm⁻² h⁻¹ the net rate would be about 5 percent low, nearly as much as the bound itself.
- **Temperature offset.** With a rough activation energy of 2.6 eV, a furnace 1 K too hot raises the rate by 0.19 µg cm⁻² h⁻¹ at fixed scale thickness, or 2 percent.

**Q.** Furnace controllers also cycle. Does that not ruin your bound on the third derivative?

**A.** It does, formally. A cycle of amplitude 0.1 K and period 1 h adds a third derivative of 0.76 µg cm⁻² h⁻³ near 10 h (about 1.1 at the early end of the window), already above \(M\). Yet its mass ripple has an amplitude of only 0.003 µg/cm² near 10 h (0.004 at the early end). Each time derivative multiplies the ripple by \(\omega=2\pi\) h⁻¹, which is why something invisible in the mass dominates \(m'''\).

The remedy is to apply \(M\) to the smooth part of the curve and count the ripple as reading error, raising \(e\) from 0.500 to about 0.503 µg/cm². The estimate then refers to the smooth rate, not the instantaneous one. When the cycling was simulated over a full range of starting phases, the estimate at \(h_*\) moved by at most 0.0007 µg cm⁻² h⁻¹. The shift is this small partly because the readings lie 3.10 periods apart, close to a whole number, so the ripple partly cancels: roughly a third of its largest possible difference remains. These figures count only the ripple in growth. If the gas around the coupon follows the cycle, the buoyancy adds a ripple of about 0.001 µg/cm² and the largest shift becomes 0.0008 µg cm⁻² h⁻¹.

## Computed results

```
parabolic constant: 1.0e-12 g2 cm-4 s-1
parabolic constant, working unit: 3600 ug2 cm-4 h-1
temperature: 1223 K
coupon area: 10.0 cm2
balance error bound: 5.0 ug
reading error bound e: 0.50 ug/cm2
time t0: 10.0 h
window half-width H: 5.0 h
mass gain at t0: 189.74 ug/cm2
scale thickness at t0: 1155 nm
third derivative at t0: 0.0712 ug/cm2/h3
bound M on window: 0.4025 ug/cm2/h3
best half-step h*: 1.5504 h
best half-step h*, converted: 93.0 min
half-step from numerical minimum: 1.5504 h
reading part e/h*: 0.3225 ug/cm2/h
truncation part M h*^2/6: 0.1612 ug/cm2/h
least error bound: 0.4837 ug/cm2/h
least error bound, converted: 1.344e-10 g cm-2 s-1
least bound for any method (LP): 0.4837 ug/cm2/h
error bound at h = 0.5 h: 1.0168 ug/cm2/h
error bound at h = 4 h: 1.1983 ug/cm2/h
bound ratio, M guessed 2x too small: 1.0583
bound ratio, M guessed 2x too large: 1.0499
random errors, sampled best half-step: 1.550 h
random errors, sampled least rms: 0.279 ug/cm2/h
true rate at t0: 9.4868 ug/cm2/h
worst early reading: 173.909 ug/cm2
worst late reading: 204.415 ug/cm2
estimate from worst readings: 9.8381 ug/cm2/h
its error: 0.3513 ug/cm2/h
truncation error of this curve at h*: 0.0288 ug/cm2/h
bound / true rate: 5.10 percent
best half-step if curve were known: 2.702 h
worst error there: 0.2745 ug/cm2/h
best half-step, window shrinking with h: 2.072 h
bound there: 0.3323 ug/cm2/h
buoyancy of coupon: 144.5 ug
pressure drift assumed: 5.0 Torr
rate error from that drift: 0.0307 ug/cm2/h
chromia evaporation, rough input: 0.1 ug/cm2/h
activation energy, rough input: 2.6 eV
rate change for 1 K offset: 0.1932 ug/cm2/h
furnace cycling amplitude: 0.1 K
furnace cycling period: 1.0 h
third derivative from cycling: 0.7555 ug/cm2/h3
mass ripple from cycling: 0.00305 ug/cm2
largest estimate shift from cycling: 0.00069 ug/cm2/h
mass lost if 1 percent of scale spalls: 6.01 ug/cm2
rate error from that spall: 1.938 ug/cm2/h
```
